**A donor's last bound state beside a metal gate**

The program tests the claim that an electron in a parabolic two-dimensional band keeps a bound state on a donor at any distance h > 0 from an ideal gate. Here c is the channel–gate distance, a = c − h, b = c + h, a_B is the effective Bohr radius, and the binding energy is ħ²κ²/(2m). It asserts that finite-difference Poisson solutions agree with the image potential, its inverse-cube tail and the small-wavevector formula for a layered stack. It also asserts that a logarithmic trial state has negative energy at h = 10, 1 and 0.1 nm, and that the error of the weak-binding law in ln κ shrinks in proportion to h. The radial solver is checked against the ungated two-dimensional Coulomb problem, and the state counts against their upper bounds. With a 20 nm donor–channel spacing, the binding falls from 2.99 meV without a gate to 0.658 meV at h = 10 nm and 0.00113 meV at h = 1 nm. One s state remains at h = 5, 2 and 1 nm, whereas the same radial well in three dimensions has none at 2 and 1 nm. The output also sizes neglected effects, among them a random potential of 9.6 meV from other donors at a density of 10¹² cm⁻².

## Check in Python

```python
"""
Result under test: an electron in a parabolic 2D band keeps at least one bound
state on a donor near a grounded metal gate, however close the gate is.
h: donor-gate distance, c: channel-gate distance (h <= c), a = c-h, b = c+h.
W(r) = -2 m V/hbar^2 = (2/aB) [1/sqrt(r^2+a^2) - 1/sqrt(r^2+b^2)], in 1/nm^2.
aB: effective Bohr radius; binding energy = hbar^2 kappa^2 / (2 m).
Lengths are in nm and energies in meV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq

MASS, EPS, SPACER = 0.067, 12.9, 20.0
HB2_FREE = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e21      # meV nm^2


def bohr_radius(mass=MASS, eps=EPS):
    return (4 * np.pi * sc.epsilon_0 * eps * sc.hbar**2
            / (mass * sc.m_e * sc.e**2) * 1e9)


AB = bohr_radius()


def well(r, a, b=None, ab=AB):
    """Attractive strength W(r); b=None means no gate."""
    sa = np.sqrt(r * r + a * a)
    if b is None:
        return 2 / (ab * sa)
    sb = np.sqrt(r * r + b * b)
    return 2 / ab * (b * b - a * a) / (sa * sb * (sa + sb))


def radial_matrix(kappa, strength, ang, reach, n=4000):
    """-d2/dx2 + ang^2 + r^2 (kappa^2 - W), x = ln r, flat inner end."""
    x0, x1 = np.log(1e-6), np.log(reach / kappa)
    dx = (x1 - x0) / n
    r = np.exp(x0 + (np.arange(n) + 0.5) * dx)
    diag = 2 / dx**2 + ang**2 + r * r * (kappa**2 - strength(r))
    diag[0] -= 1 / dx**2
    return diag, np.full(n - 1, -1 / dx**2)


def ground_kappa(strength):
    def lowest(log_kappa):
        d, e = radial_matrix(np.exp(log_kappa), strength, 0.0, 30.0)
        val = eigh_tridiagonal(d, e, eigvals_only=True, select='i',
                               select_range=(0, 0))[0]
        return np.tanh(val)
    return np.exp(brentq(lowest, -40.0, np.log(10 / AB), xtol=1e-9))


def count_states(strength, ang, kappa):
    """Number of states bound more deeply than kappa."""
    d, e = radial_matrix(kappa, strength, ang, 100.0)
    return len(eigh_tridiagonal(d, e, eigvals_only=True, select='v',
                                select_range=(-1e12, 0.0)))


def binding(a, b, mass=MASS, eps=EPS):
    ab = bohr_radius(mass, eps)
    k = ground_kappa(lambda r: well(r, a, b, ab))
    return HB2_FREE / mass * k * k


def weak_kappa(a, b):
    """Weak-binding law, with b - a = 2h."""
    h = (b - a) / 2
    low = 2 * a * a * np.log(2 * a) if a > 0 else 0.0
    bracket = (low + 2 * b * b * np.log(2 * b)
               - (a + b)**2 * np.log(a + b)) / (b - a)**2
    return np.exp(1.5 - np.euler_gamma - bracket - AB / (4 * h))


def sheet_response(q, layers, eps_top, z_donor, z_channel, dz=0.05):
    """Finite-difference Poisson solution at wavevector q, unit eps0."""
    ec = np.concatenate([np.full(round(t / dz), e) for t, e in layers])
    above = np.append(ec[1:], 0.0)
    diag = (ec + above) / dz + q * q * dz * (ec + above) / 2
    diag[-1] += eps_top * q
    bands = np.zeros((3, len(ec)))
    bands[0, 1:] = -above[:-1] / dz
    bands[1] = diag
    bands[2, :-1] = -above[:-1] / dz
    source = np.zeros(len(ec))
    source[round(z_donor / dz) - 1] = 1.0
    return solve_banded((1, 1), bands, source)[round(z_channel / dz) - 1]


# Image potential and its tail against the Poisson equation
hd, cc = 10.0, 30.0
a10, b10 = cc - hd, cc + hd
uniform = [(60.0, EPS)]
for q in (0.01, 0.05, 0.1):
    image_q = (np.exp(-q * a10) - np.exp(-q * b10)) / (2 * EPS * q)
    assert abs(sheet_response(q, uniform, EPS, hd, cc) / image_q - 1) < 1e-3
q_small = 1e-6
slope_uniform = (hd / EPS - sheet_response(q_small, uniform, EPS, hd, cc)) / q_small
r_far = 1e5
tail_image = r_far**3 * well(r_far, a10, b10) * AB / (8 * np.pi * EPS)
assert abs(slope_uniform / (2 * np.pi) / tail_image - 1) < 2e-3
assert abs(r_far**3 * well(r_far, a10, b10) / (4 * hd * cc / AB) - 1) < 1e-5

# Layered stack: zero-wavevector weight and the linear term behind the tail
stack, eps_top = [(8.0, 4.0), (12.0, 10.0), (10.0, 6.0)], 1.0


def inverse_capacitance(z):
    total, bottom = 0.0, 0.0
    for thickness, eps in stack:
        total += max(0.0, min(z - bottom, thickness)) / eps
        bottom += thickness
    return total


for zd, zc in ((14.0, 25.0), (25.0, 14.0), (5.0, 25.0)):
    weight = inverse_capacitance(min(zd, zc))
    phi = sheet_response(q_small, stack, eps_top, zd, zc)
    assert abs(phi / weight - 1) < 1e-4
    expected = eps_top * inverse_capacitance(zd) * inverse_capacitance(zc)
    assert abs((weight - phi) / q_small / expected - 1) < 3e-3

# Radial solver against the ungated 2D Coulomb problem
k_coulomb = ground_kappa(lambda r: well(r, 0.0))
assert abs(k_coulomb * AB / 2 - 1) < 1e-3
coulomb_counts = [count_states(lambda r: well(r, 0.0), 0.0, f / AB)
                  for f in (0.1, 0.05)]
assert coulomb_counts == [10, 20]


# Logarithmic trial state: negative energy for any gate distance
def trial_state(h):
    a, b = SPACER, SPACER + 2 * h
    r1 = 10 * (SPACER + h)
    w_in = 4 * np.pi / AB * (np.sqrt(r1**2 + a * a) - a
                             - np.sqrt(r1**2 + b * b) + b)
    log_ratio = 4 * np.pi / w_in
    x = np.linspace(np.log(1e-6), np.log(r1) + log_ratio, 200001)
    dx = x[1] - x[0]
    r = np.exp(x)
    psi = np.clip(1 - (x - np.log(r1)) / log_ratio, 0, 1)
    kinetic = 2 * np.pi * np.sum(np.diff(psi)**2) / dx
    gain = 2 * np.pi * np.trapezoid(r * r * well(r, a, b) * psi**2, x) \
        if hasattr(np, 'trapezoid') else \
        2 * np.pi * np.trapz(r * r * well(r, a, b) * psi**2, x)
    norm = 2 * np.pi * np.sum(r * r * psi**2) * dx
    direct = quad(lambda t: 2 * np.pi * t * well(t, a, b), 0, r1, limit=200)[0]
    assert abs(direct / w_in - 1) < 1e-6
    assert abs(kinetic / (w_in / 2) - 1) < 1e-3
    assert kinetic - gain < -0.499 * w_in
    return r1, log_ratio, w_in, kinetic, gain, (kinetic - gain) / norm


for h in (10.0, 1.0, 0.1):
    trial = trial_state(h)
    kappa = ground_kappa(lambda r: well(r, SPACER, SPACER + 2 * h))
    assert -kappa**2 <= trial[-1] < 0
    total = quad(lambda t: 2 * np.pi * np.exp(2 * t)
                 * well(np.exp(t), SPACER, SPACER + 2 * h),
                 -15, 25, limit=400, points=[3.0])[0]
    assert abs(total / (8 * np.pi * h / AB) - 1) < 1e-5
trial1 = trial_state(1.0)

# Weak-binding law: the error in ln kappa must vanish linearly with h
weak_errors = []
for spacer in (0.0, SPACER):
    errors = []
    for h in (0.025 * AB, 0.0125 * AB):
        a, b = spacer, spacer + 2 * h
        errors.append(np.log(ground_kappa(lambda r: well(r, a, b))
                             / weak_kappa(a, b)))
    assert 0 < errors[1] < 0.1
    assert 1.6 < errors[0] / errors[1] < 2.5
    assert abs(2 * errors[1] - errors[0]) < 0.02
    weak_errors.append(errors)
h_test = 0.1 * AB
in_plane = np.exp(3 - 2 * np.euler_gamma - AB / (2 * h_test)) / (64 * h_test**2)
assert abs(in_plane / weak_kappa(0.0, 2 * h_test)**2 - 1) < 1e-10

# State counts: finite with a gate; thresholds for ang > 0 and in 3D
distances = (10.0, 5.0, 2.0, 1.0)
rows = []
e_open = binding(SPACER, None)
for h in distances:
    a, b = SPACER, SPACER + 2 * h
    pot = lambda r, a=a, b=b: well(r, a, b)
    counts = [count_states(pot, ang, 1e-9) for ang in (0.0, 1.0, 0.5)]
    assert counts[0] == count_states(pot, 0.0, 1e-7) and counts[0] >= 1
    assert counts[1] <= 2 * h / AB and counts[2] <= 4 * h / AB
    energy = binding(a, b)
    weak = HB2_FREE / MASS * weak_kappa(a, b)**2
    rows.append((h, energy, np.sqrt(HB2_FREE / MASS / energy), weak, counts))
assert all(r[4][0] == 1 for r in rows if r[0] <= 2)
energies = [e_open] + [r[1] for r in rows]
assert all(x > y > 0 for x, y in zip(energies, energies[1:]))
far_gate = lambda r: well(r, 0.0, 80.0)
far_counts = [count_states(far_gate, ang, 1e-9) for ang in (0.0, 1.0, 0.5)]
assert 1 <= far_counts[1] <= 2 * 40 / AB
assert 1 <= far_counts[2] <= 4 * 40 / AB

# Sizes of neglected effects for the 10 nm gate distance
e10 = rows[0][1]
width, al_eps, gap_mev, barrier_mev = 10.0, 12.0, 1500.0, 200.0
metal_length, mobility, temp = 0.05, 1e5, 4.2
zs = (np.arange(20) + 0.5) / 20 * width - width / 2
wz = np.cos(np.pi * zs / width)**2
wz /= wz.sum()
k_thick = ground_kappa(lambda r: sum(w * well(r, a10 + z, b10 + z)
                                     for w, z in zip(wz, zs)))
e_thick = HB2_FREE / MASS * k_thick**2
e_eps = binding(a10, b10, eps=al_eps)
e_sub = HB2_FREE / MASS * (np.pi / width)**2
mass_np = MASS * (1 + 2 * e_sub / gap_mev)
e_np = binding(a10, b10, mass=mass_np)
extra = 2 * EPS * metal_length
e_metal10 = binding(a10, b10 + extra)
e_metal1 = binding(SPACER, SPACER + 2 + extra)
kt = sc.k * temp / sc.e * 1e3
scatter = sc.hbar / (MASS * sc.m_e * mobility * 1e-4) * 1e3
decay = np.sqrt(barrier_mev * MASS / HB2_FREE)
leak = e_sub / np.pi * np.exp(-2 * decay * (cc - width / 2))
n_fill = e10 * MASS / (2 * np.pi * HB2_FREE) * 1e14
v2 = quad(lambda r: 2 * np.pi * r * (HB2_FREE / MASS * well(r, a10, b10))**2,
          0, np.inf, limit=200)[0]
rms = [np.sqrt(n * 1e-14 * v2) for n in (1e12, 1e9)]

print(f"mass {MASS} m_e, permittivity {EPS}, spacer {SPACER:.0f} nm")
print(f"Bohr radius aB = {AB:.2f} nm; hbar^2/2m = {HB2_FREE/MASS:.1f} meV nm^2")
print(f"aB/2 = {AB/2:.2f} nm, aB/4 = {AB/4:.2f} nm")
print(f"ungated in-plane donor: kappa*aB = {k_coulomb*AB:.4f}")
print(f"  binding = {HB2_FREE/MASS*k_coulomb**2:.2f} meV")
print("  s states deeper than kappa*aB = 0.1, 0.05:", *coulomb_counts)
scale = HB2_FREE / MASS
print("donor potential at h = 10 nm (r nm: ungated, gated in meV)")
for r in (0.0, 100.0, 200.0, 400.0):
    print(f"  {r:.0f}: {-scale*well(r,a10):.4f}, {-scale*well(r,a10,b10):.5f}")
print(f"trial state, h = 1 nm: R1 = {trial1[0]:.0f} nm, "
      f"ln(R2/R1) = {trial1[1]:.2f}")
print(f"  W_in = {trial1[2]:.4f}, gradient cost = {trial1[3]:.4f}, "
      f"gain = {trial1[4]:.4f}")
print(f"  trial energy = {scale*trial1[5]:.3e} meV")
print(f"spacer 20 nm, no gate: binding = {e_open:.4f} meV")
print("h nm | binding meV | 1/kappa nm | weak law meV | K equivalent")
for h, en, length, weak, counts in rows:
    print(f"  {h:.0f} | {en:.4e} | {length:.1f} | {weak:.4e} | "
          f"{en*sc.e*1e-3/sc.k:.3e}")
print("h nm | W0 | states: 2D s, 2D |M|=1 (each sign), 3D s")
for h, en, length, weak, counts in rows:
    print(f"  {h:.0f} | {8*np.pi*h/AB:.3f} |", *counts)
print("in-plane donor, gate at 40 nm, same counts:", *far_counts)
print("error of weak law in ln(kappa), h/aB = 0.025, 0.0125")
print(f"  donor in plane: {weak_errors[0][0]:.4f}, {weak_errors[0][1]:.4f}")
print(f"  spacer 20 nm: {weak_errors[1][0]:.4f}, {weak_errors[1][1]:.4f}")
print("neglected effects at h = 10 nm (binding in meV)")
print(f"  well {width:.0f} nm thick: {e_thick:.4f}")
print(f"  permittivity {al_eps}: {e_eps:.4f}")
print(f"  subband energy {e_sub:.1f} meV, gap {gap_mev:.0f} meV")
print(f"  nonparabolic mass {mass_np:.4f} m_e: {e_np:.4f}")
print(f"  metal screening length {metal_length} nm: {e_metal10:.4f}")
print(f"  same at h = 1 nm: {e_metal1:.4e}")
print(f"thermal energy at {temp} K = {kt:.3f} meV")
print(f"scattering width at {mobility:.0e} cm2/Vs = {scatter:.3f} meV")
print(f"leak width, {barrier_mev:.0f} meV barrier, "
      f"{cc-width/2:.0f} nm: {leak:.1e} meV")
print(f"density with Fermi energy = binding: {n_fill:.2e} cm^-2")
print(f"rms potential of random donors, 1e12 cm^-2: {rms[0]:.2f} meV")
print(f"rms potential of random donors, 1e9 cm^-2: {rms[1]:.3f} meV")
print("every check passed")
```

It prints:

```
mass 0.067 m_e, permittivity 12.9, spacer 20 nm
Bohr radius aB = 10.19 nm; hbar^2/2m = 568.7 meV nm^2
aB/2 = 5.09 nm, aB/4 = 2.55 nm
ungated in-plane donor: kappa*aB = 2.0000
  binding = 21.91 meV
  s states deeper than kappa*aB = 0.1, 0.05: 10 20
donor potential at h = 10 nm (r nm: ungated, gated in meV)
  0: -5.5813, -2.79063
  100: -1.0946, -0.05816
  200: -0.5554, -0.00807
  400: -0.2787, -0.00104
trial state, h = 1 nm: R1 = 210 nm, ln(R2/R1) = 5.66
  W_in = 2.2213, gradient cost = 1.1106, gain = 2.3950
  trial energy = -4.116e-06 meV
spacer 20 nm, no gate: binding = 2.9949 meV
h nm | binding meV | 1/kappa nm | weak law meV | K equivalent
  10 | 6.5791e-01 | 29.4 | 3.0491e-02 | 7.635e+00
  5 | 2.2805e-01 | 49.9 | 2.6060e-02 | 2.646e+00
  2 | 2.2680e-02 | 158.3 | 7.2604e-03 | 2.632e-01
  1 | 1.1252e-03 | 710.9 | 6.2333e-04 | 1.306e-02
h nm | W0 | states: 2D s, 2D |M|=1 (each sign), 3D s
  10 | 24.667 | 2 0 1
  5 | 12.334 | 1 0 1
  2 | 4.933 | 1 0 0
  1 | 2.467 | 1 0 0
in-plane donor, gate at 40 nm, same counts: 4 2 3
error of weak law in ln(kappa), h/aB = 0.025, 0.0125
  donor in plane: 0.0830, 0.0407
  spacer 20 nm: 0.0704, 0.0347
neglected effects at h = 10 nm (binding in meV)
  well 10 nm thick: 0.6622
  permittivity 12.0: 0.7484
  subband energy 56.1 meV, gap 1500 meV
  nonparabolic mass 0.0720 m_e: 0.6961
  metal screening length 0.05 nm: 0.7089
  same at h = 1 nm: 1.1298e-02
thermal energy at 4.2 K = 0.362 meV
scattering width at 1e+05 cm2/Vs = 0.173 meV
leak width, 200 meV barrier, 25 nm: 2.4e-12 meV
density with Fermi energy = binding: 1.84e+10 cm^-2
rms potential of random donors, 1e12 cm^-2: 9.60 meV
rms potential of random donors, 1e9 cm^-2: 0.304 meV
every check passed
```
